# Disulfide–thiol equilibrium at fixed potential and its dependence on total concentration

A solution holds a disulfide and its thiol at a combined concentration of 100 µM, counted in thiol units. It is in equilibrium with an electrode at a fixed potential, and there are 0.874 disulfide molecules for each thiol molecule. The solution is diluted tenfold with the potential and the pH unchanged. Once equilibrium returns, the ratio is 0.177. Dilution divides both concentrations by the same factor, so by itself it cannot change their ratio. Yet the ratio has dropped by a factor of 4.9, which is neither one nor ten.

The couple is of the kind used as an accelerator in copper plating, where a sulfonated disulfide RSSR is reduced to two molecules of the thiol RSH:

$$\mathrm{RSSR}+2\mathrm{H^+}+2e^-\rightleftharpoons 2\,\mathrm{RSH}. \tag{1}$$

Let $s$ be the concentration of disulfide, $m$ that of thiol, and $r=s/m$. The total in thiol units is

$$C=2s+m, \tag{2}$$

because each disulfide contains two units. The potential $E$ is measured against the standard hydrogen electrode (SHE), $E^\circ$ is the standard potential of reaction (1), $h$ is the proton activity, and $c^\circ=1$ M is the standard concentration. The temperature is $T$. The solution is taken as ideal and dilute, and all thiol as free, with its SH group not ionised.

## First derivation: minimum of the free energy

The electrode and the pH buffer are reservoirs: they give or take electrons and protons without changing $E$ or $h$. What is smallest at equilibrium is therefore the free energy of the solution and the reservoirs together.

In an ideal dilute solution, species $i$ has the chemical potential $\mu_i=\mu_i^\circ+RT\ln(c_i/c^\circ)$. Its share of the free energy per volume is

$$c_i\mu_i^\circ+RT\,c_i\left[\ln(c_i/c^\circ)-1\right],$$

since the derivative of this expression with respect to $c_i$ is $\mu_i$.

Forming one mole of disulfide from thiol releases two moles of protons and two of electrons. With the standard chemical potential of the proton set to zero, the protons enter a reservoir at $RT\ln h$. On the SHE scale the electrons enter one at $-FE$; the minus sign is that of the electron's charge. With D for disulfide and M for thiol, the free energy per volume is, apart from a constant,

$$\begin{aligned}g={}&s\mu_D^\circ+m\mu_M^\circ+2s\,(RT\ln h-FE)\\&+RT\,s\left[\ln\frac{s}{c^\circ}-1\right]+RT\,m\left[\ln\frac{m}{c^\circ}-1\right].\end{aligned} \tag{3}$$

The standard terms follow from the meaning of $E^\circ$. At $E=E^\circ$, with every activity equal to one, the two sides of (1) balance: $\mu_D^\circ-2FE^\circ=2\mu_M^\circ$. Hence

$$\mu_D^\circ-2\mu_M^\circ=2FE^\circ. \tag{4}$$

At fixed $C$, equation (2) gives $m=C-2s$, so $dm/ds=-2$. The derivative of $x[\ln(x/c^\circ)-1]$ is $\ln(x/c^\circ)$. Differentiating (3), using (4) and dividing by $RT$ gives

$$\frac{1}{RT}\frac{dg}{ds}=\ln\frac{s}{c^\circ}-2\ln\frac{m}{c^\circ}+\frac{2F(E^\circ-E)}{RT}+2\ln h. \tag{5}$$

The next derivative is $1/s+4/m$, which is positive. The slope (5) runs from $-\infty$ as $s\to0$ to $+\infty$ as $m\to0$, so it vanishes at one point, and that point is the minimum. Setting (5) to zero and taking the exponential,

$$s=Km^2,\qquad K=\frac{1}{h^2c^\circ}\exp\left[\frac{2F(E-E^\circ)}{RT}\right]. \tag{6}$$

This is the Nernst equation solved for the concentrations. The potential and the pH fix $s/m^2$, not $s/m$. Dividing (6) by $m$ gives

$$r=Km. \tag{7}$$

The ratio is proportional to the thiol concentration, which must still be found from the total. Since $s=rm$, equation (2) reads $C=m(1+2r)$. Multiplying by $K$ and using (7),

$$KC=r(1+2r). \tag{8}$$

Thus $2r^2+r-KC=0$. One root is negative and has no meaning for a ratio of concentrations. The other is

$$\boxed{r=\frac{-1+\sqrt{1+8KC}}{4}} \tag{9}$$

Fixed potential alone does not produce this dependence. Suppose that one oxidised molecule, at concentration $o$, gives one reduced molecule, at concentration $p$. Then $dp/do=-1$, and the condition for the minimum contains $\ln o-\ln p$. The potential now fixes $o/p$ itself, whatever the total. The dependence on $C$ comes from the two thiols made by each disulfide.

## Second derivation: counting molecules

The same law follows from counting, without assuming a logarithmic chemical potential for the thiol and the disulfide. Put $N$ thiol units in a volume $V$. If $n$ disulfides are present, there are $M=N-2n$ thiols.

Let the molecules be independent of one another. Each can be anywhere in the volume, so its sum over states is proportional to $V$; write it as $z_DV$ for a disulfide and $z_MV$ for a thiol. Exchanging identical molecules gives no new state, which brings in the factorials. The statistical weight of having $n$ disulfides is

$$W_n=\frac{(z_DV)^n}{n!}\,\frac{(z_MV)^{N-2n}}{(N-2n)!}. \tag{10}$$

The factor $z_D$ includes the Boltzmann factors of what each disulfide has released to the reservoirs. Two electrons at $-FE$ per mole contribute $e^{2FE/RT}$, and two protons at $RT\ln h$ contribute $h^{-2}$.

The powers of $V$ in (10) combine to $V^{N-n}$. Each disulfide that splits adds one factor of $V$, because two molecules can be placed independently where there was one. A larger volume therefore favours thiol. For a one-to-one couple the powers would be $V^nV^{N-n}=V^N$, the same for every $n$, and the volume would drop out of the ratio.

To find the mean numbers, divide the weight for $n+1$ by that for $n$:

$$\frac{W_{n+1}}{W_n}=\frac{\kappa}{V}\,\frac{M(M-1)}{n+1},\qquad \kappa=\frac{z_D}{z_M^2}. \tag{11}$$

The numerator appears because two thiols are removed: $M!/(M-2)!=M(M-1)$. Multiply (11) by $(n+1)W_n$, sum over $n$, and divide by the sum of all weights. The left side becomes the mean of $n$, since the missing term $n=0$ adds nothing. The last term on the right vanishes because it has $M=0$ or $M=1$. Hence

$$\langle n\rangle=\frac{\kappa}{V}\langle M(M-1)\rangle. \tag{12}$$

For large $N$ the mean on the right may be replaced by $\langle M\rangle^2$. Near the most probable $n$, the second derivative of $\ln W_n$ is about $-(1/n+4/M)$, so the variance of $n$ is about $(1/n+4/M)^{-1}$. At a fixed ratio this grows as $N$, while $\langle M\rangle^2$ grows as $N^2$. The relative error of the replacement falls as $1/N$, and

$$\langle n\rangle=\frac{\kappa}{V}\langle M\rangle^2. \tag{13}$$

With $N_A$ the Avogadro constant, $s=\langle n\rangle/(N_AV)$ and $m=\langle M\rangle/(N_AV)$. Equation (13) becomes $s=(N_A\kappa)m^2$. The reservoir factors give $N_A\kappa=a\,h^{-2}e^{2FE/RT}$, where $a$ depends on temperature but not on $E$ or $h$. By the definition of $E^\circ$, ideal concentrations $s=m=c^\circ$ coexist at $E=E^\circ$ and $h=1$. This requires $a=e^{-2FE^\circ/RT}/c^\circ$, so $N_A\kappa$ is the $K$ of (6).

Now divide (13) by $\langle M\rangle$, which gives $r=\kappa\langle M\rangle/V$. Conservation of units gives $N=\langle M\rangle(1+2r)$. Therefore

$$r(1+2r)=\frac{\kappa N}{V}=KC,$$

because $C=N/(N_AV)$. Multiplying by 8 and adding 1 completes the square:

$$(1+4r)^2=1+8KC.$$

Since $1+4r$ is positive, the positive square root applies, and (9) follows.

## What each derivation assumes

Both derivations need a reservoir of electrons, a reservoir of protons and a path to equilibrium. Neither needs to know how the reaction proceeds.

The first assumes the ideal form of the chemical potential and a system large enough for concentrations to be smooth variables. It extends readily to real solutions, where activity coefficients $\gamma$ multiply the concentrations and $K$ in (6) becomes $K\gamma_M^2/\gamma_D$.

The second assumes independent molecules and obtains the relation $s=Km^2$ from their number of arrangements. It also shows where concentrations cease to be enough. With only two thiol units, the possible states are two thiols or one disulfide. Equation (11) gives $W_1/W_0=2\kappa/V$, so $\langle n\rangle/\langle M\rangle=W_1/(2W_0)=\kappa/V$. For small $\kappa/V$, equation (9) with $KC=2\kappa/V$ gives $2\kappa/V$, twice the counted value. A thiol cannot pair with itself, and the large-number formula ignores this.

## The example in numbers

The model couple has $E^\circ=0.20$ V and is held at $E=0.30$ V, pH 0.5 and 298.15 K. Then $RT/F=25.693$ mV, and the exponent in (6) is $2\times100/25.693=7.784$. With $h=10^{-0.5}=0.3162$,

$$K=\frac{e^{7.784}}{(0.3162)^2}\ \mathrm{M^{-1}}=2.403\times10^4\ \mathrm{M^{-1}}=0.02403\ \mathrm{\mu M^{-1}}.$$

For $C=100$ µM, $KC=2.403$ and

$$r=\frac{-1+\sqrt{1+8\times2.403}}{4}=0.874.$$

Equation (7) gives $m=r/K=36.4$ µM, and $s=rm=31.8$ µM. At the same potential and pH, other totals give:

| $C$ (µM) | $r$ | Sulfur units in disulfide |
|---:|---:|---:|
| 1 | 0.023 | 4.4 % |
| 10 | 0.177 | 26.2 % |
| 100 | 0.874 | 63.6 % |
| 1000 | 3.225 | 86.6 % |

The last column is $2s/C=2r/(1+2r)$ and counts the thiol units, not the sulfonate groups.

Two limits frame the table. For $KC\ll1$, expanding the root in (9) gives $r\approx KC$: nearly all units are thiol, so $m\approx C$ in (7). For $KC\gg1$, $r\approx\sqrt{KC/2}$: nearly all units are disulfide, so $s\approx C/2$ and $m\approx\sqrt{C/(2K)}$.

Between the limits, the local slope follows from (8). Taking logarithms and differentiating,

$$d\ln(KC)=\left(\frac1r+\frac{2}{1+2r}\right)dr=\frac{1+4r}{1+2r}\,d\ln r,$$

so that

$$\frac{d\ln r}{d\ln C}=\frac{1+2r}{1+4r}. \tag{14}$$

This lies between 1 and 1/2. It is 0.611 at 100 µM and rises to 0.79 at 10 µM. A slope of one throughout would reduce the ratio tenfold, and a slope of one half by a factor of 3.2. The factor of 4.9 in the opening lies between them.

Potential and pH enter through $K$, so the same factor applies to them. At fixed $C$ and pH, $d\ln r/dE=(2F/RT)\times0.611=0.0476$ per mV: one millivolt changes the ratio by nearly 5 %.

## When the potential is free to move

The electron reservoir is as necessary as the stoichiometry. Suppose that the solution is cut off from the electrode and from every other oxidant or reductant, and is diluted by a factor $\lambda$ at fixed pH. No electrons can enter or leave, so the amounts of disulfide and thiol stay as they were, and so does $r$. Equation (6) solved for the potential is

$$E=E^\circ+\frac{RT}{2F}\ln\frac{s\,h^2c^\circ}{m^2}.$$

Dilution replaces $s/m^2$ by $(s/\lambda)/(m/\lambda)^2=\lambda s/m^2$. The potential therefore rises by $(RT/2F)\ln\lambda$. For $\lambda=10$ this is 29.6 mV, from 0.3000 to 0.3296 V, with the ratio still 0.874.

At fixed potential, the electrode must supply charge instead. One litre at 100 µM contains 31.81 µmol of disulfide. After dilution to ten litres and return to equilibrium, $s=1.309$ µM, which makes 13.09 µmol. The missing 18.72 µmol has been reduced, with two electrons per molecule:

$$Q=2F\times18.72\ \mathrm{\mu mol}=3.61\ \mathrm{C}.$$

This counts the charge that goes into the couple alone.

## Beside a real plating bath

The example lies in the rough regime of an acid copper bath with an accelerator such as bis(3-sulfopropyl) disulfide. Such baths are strongly acidic, and doses of some tens of micromolar are usual. The standard potential of 0.20 V is a round model value. It matters greatly: if it were 0.15 or 0.25 V, with all else fixed, $r$ would be 7.4 or 0.045. The chosen $E$ suits a copper surface near rest. Deposition takes place at lower potentials, and at 0.20 V the model gives $r=0.0010$.

The assumption that all thiol is free is doubtful, because copper(I) binds thiols. Let $q$ be the amount bound per free thiol, held constant. For a complex containing one thiol, this requires a fixed activity of copper(I) as well as a fixed pH. All thiol together then has concentration $m'=(1+q)m$, so (6) becomes $s=Km'^2/(1+q)^2$, while $C=2s+m'$. The ratio $s/m'$ obeys (9) with $K$ replaced by $K/(1+q)^2$. It falls from 0.874 without binding to 0.352 for $q=1$ and 0.019 for $q=10$. These values of $q$ are assumptions, not bounds; a prediction for a given bath needs a measured one. Nor is $q$ independent of the potential: in equilibrium with copper metal the copper(I) activity, and $q$ with it, varies as $e^{FE/RT}$. This offsets part of the change in $K$, so $s/m'$ changes by only 0.7 % per millivolt at $q=10$, and $K/(1+q)^2$ ceases to depend on $E$ when $q\gg1$. Ionisation of the SH group is negligible by comparison: for an assumed p$K_a$ of 10, the ionised share is about $3\times10^{-10}$.

Ionic interactions also shift the ratio. The Davies equation at an ionic strength of 0.5 M, with charges $-1$ for the thiol and $-2$ for the disulfide from their sulfonate groups, multiplies $K$ by 1.86 and raises $r$ to about 1.3. Copper baths are usually more concentrated than that equation can describe, so this shows the size of the effect and is not a correction to apply.

Inside a narrow feature, $C$ must not be confused with the amount of additive present. Take an adsorbed coverage $\Gamma=3$ µmol/m² on both walls of a trench of width $w=50$ nm. With 100 µM $=0.1$ mol/m³ dissolved, the ratio of adsorbed to dissolved units is

$$\frac{2\Gamma}{Cw}=\frac{2\times3\times10^{-6}}{0.1\times50\times10^{-9}}=1200.$$

The liquid in the trench cannot supply its own walls. For a 10 L bath with 0.07 m² of surface, the same coverage takes up only $2\times10^{-4}$ of the dissolved amount. Equation (9) therefore describes dissolved material at equilibrium, not the inventory of a trench during filling.

Equilibrium also takes time. Let the electrode hold (6) at its surface, behind a stagnant layer of thickness $\delta$, and let thiol and disulfide share one diffusivity $D$. No thiol units are made or lost at the surface, so the total there is also $C$, and the surface concentration of disulfide is the equilibrium value $s_{eq}$. Then $V\,ds/dt=-AD(s-s_{eq})/\delta$, where $A$ is the surface area. The time constant is $V\delta/(AD)$; a thiol that diffuses faster than the disulfide shortens it somewhat. For this bath, with $\delta=30$ µm and $D=5\times10^{-6}$ cm²/s, it is 2.4 h. Slow surface kinetics would lengthen it, while reactions in the solution could provide another path. A bath whose potential or dose changes faster than this need not show the equilibrium ratio.

All numerical values are calculated from the stated model.
